\section*{The thermal transfer barrier of the adiabatic two-site Holstein electron, part 1}

(Sections cited here and not found follow in the second part.)

\section{The energy landscape and its barrier}

\subsection{What dimensions and symmetry fix}

An electron shared by two equivalent sites can distort the lattice around one of them and trap itself there. To reach the other site the distortion must be rebuilt, and this costs an energy $V_b$. Three constants describe the static problem: the transfer energy $t$, the spring constant $K$ of each site (energy per length squared), and the force $g$ that the electron exerts on the spring of its own site (energy per length). The oscillator mass does not enter, because a barrier is a difference of potential energies. The length drops out of one combination of $g$ and $K$,
\begin{equation}
L=\frac{g^2}{K},
\end{equation}
and of functions of it, so that
\begin{equation}
V_b=L\,f\!\left(\frac{|t|}{L}\right).
\label{eq:dim}
\end{equation}
The modulus appears because replacing the basis state $|2\rangle$ by $-|2\rangle$ reverses the sign of $t$ and changes nothing else. From here on $t>0$.

Symmetry says more. Exchanging the sites reverses a coordinate $u$ that measures the difference of the two distortions, so the energy is even in $u$. Near the threshold at which the symmetric state becomes unstable it has the form $E(u)=E(0)-\alpha u^2+\beta u^4$. If $\beta>0$, the minima lie at $u^2=\alpha/2\beta$, at a depth $\alpha^2/4\beta$ below the top. Since $\alpha$ passes through zero linearly as $L$ grows through its threshold $L_c$, the barrier starts as $(L-L_c)^2$, and by dimensions $L_c$ is a pure number times $t$. The calculation below gives $L_c=2t$ and
\begin{equation}
V_b=\frac{(L-2t)^2}{4L}\qquad (L>2t),
\label{eq:result}
\end{equation}
which is equation~(\ref{eq:dim}) with $f(y)=(1-2y)^2/4$. In this model the square is not confined to the neighbourhood of the threshold.

\subsection{The model and its conventions}

The Hamiltonian for one electron is
\begin{equation}
H=-t\big(|1\rangle\langle 2|+|2\rangle\langle 1|\big)
+\sum_{i=1,2}\left[\frac{p_i^2}{2M}+\frac{K x_i^2}{2}-g\,x_i n_i\right],
\label{eq:H}
\end{equation}
with $n_i=|i\rangle\langle i|$ and $n_1+n_2=1$. The coordinate $x_i$ is the distortion at site $i$, and $\omega=\sqrt{K/M}$ is the frequency of each free oscillator.

The meaning of $L$ depends on this way of writing the coupling. If the electron sits on site 1 and cannot leave, the energy $Kx_1^2/2-gx_1$ is least at $x_1=g/K$, where it equals $-g^2/2K=-L/2$. The binding energy of a one-site polaron is therefore $L/2$, not $L$. A formula written in terms of the binding energy $E_p$ is obtained by setting $L=2E_p$.

Adiabatic means that the lattice moves so slowly that the electron stays in its lowest state for the momentary values of $x_1$ and $x_2$. The lattice is also treated as classical. Both assumptions are examined in the second half.

\subsection{Separating the common distortion}

Introduce
\begin{equation}
X=\frac{x_1+x_2}{\sqrt2},\qquad x=\frac{x_1-x_2}{\sqrt2},
\qquad x_{1,2}=\frac{X\pm x}{\sqrt2}.
\end{equation}
This is a rotation, so $x_1^2+x_2^2=X^2+x^2$, and the kinetic energy keeps its form with the same mass $M$. With $\sigma_z=n_1-n_2$ the coupling becomes
\begin{align}
-g(x_1n_1+x_2n_2)
&=-\frac{g}{\sqrt2}\big[X(n_1+n_2)+x(n_1-n_2)\big]\nonumber\\
&=-\frac{g}{\sqrt2}X-\frac{g}{\sqrt2}\,x\,\sigma_z .
\end{align}
The common coordinate $X$ feels a constant force whatever the electron does. Completing the square,
\begin{equation}
\frac{KX^2}{2}-\frac{gX}{\sqrt2}
=\frac K2\left(X-\frac{g}{\sqrt2K}\right)^2-\frac{g^2}{4K}.
\label{eq:X}
\end{equation}
At its minimum this contributes $-L/4$. The contribution is the same in both wells and at the top of the barrier, so it cancels from $V_b$.

\subsection{The two adiabatic sheets}

For the difference coordinate use the energy variable
\begin{equation}
u=\frac{g x}{\sqrt2}=\frac{g(x_1-x_2)}{2}.
\end{equation}
The site energies are then $-u$ on site 1 and $+u$ on site 2. Because $x^2=2u^2/g^2$, the elastic energy is
\begin{equation}
\frac{Kx^2}{2}=\frac{K}{2}\,\frac{2u^2}{g^2}=\frac{u^2}{L}.
\end{equation}
The electron sees the matrix
\begin{equation}
h(u)=\begin{pmatrix}-u&-t\\-t&u\end{pmatrix},\qquad
h^2=(u^2+t^2)\begin{pmatrix}1&0\\0&1\end{pmatrix}.
\end{equation}
Its trace is zero and its square is a multiple of the unit matrix, so its eigenvalues are $\mp r$ with $r=\sqrt{t^2+u^2}$. Leaving out the constant $-L/4$, the two sheets are
\begin{equation}
E_\mp(u)=\frac{u^2}{L}\mp\sqrt{t^2+u^2}.
\label{eq:sheets}
\end{equation}
The lower sheet $E_-$ is written $E$ from here on. The elastic term favours $u=0$, while the electronic term gains energy from a difference between the sites.

\subsection{Stationary points and their stability}

The slope of the lower sheet is
\begin{equation}
E'(u)=u\left(\frac2L-\frac1{\sqrt{t^2+u^2}}\right).
\label{eq:slope}
\end{equation}
It vanishes at $u=0$, and also where the bracket vanishes:
\begin{equation}
\sqrt{t^2+u^2}=\frac L2
\quad\Longrightarrow\quad
u=\pm u_m,\qquad u_m=\sqrt{\frac{L^2}{4}-t^2}.
\label{eq:um}
\end{equation}
The left side of the first equation is at least $t$, so a separate pair of solutions exists if and only if $L>2t$.

For the second derivative, note that
\begin{equation}
\frac{d}{du}\,\frac{u}{r}=\frac1r-\frac{u^2}{r^3}
=\frac{r^2-u^2}{r^3}=\frac{t^2}{r^3},
\end{equation}
and hence
\begin{equation}
E''(u)=\frac2L-\frac{t^2}{(t^2+u^2)^{3/2}}.
\end{equation}
At $u=0$ this is $2/L-1/t=-(L-2t)/(Lt)$, which is negative for $L>2t$: the symmetric point is a maximum along $u$. At $\pm u_m$, where $r=L/2$,
\begin{equation}
E''(\pm u_m)=\frac2L-\frac{8t^2}{L^3}=\frac{2s^2}{L},
\qquad s=\sqrt{1-\frac{4t^2}{L^2}},
\label{eq:curv}
\end{equation}
which is positive. These points are minima, and $u_m=Ls/2$.

For $L\le 2t$ the bracket in equation~(\ref{eq:slope}) is positive for every $u\neq0$, because $r>t\ge L/2$ there. The energy then rises on both sides of $u=0$, which is the one minimum. The electron is shared equally and there is no barrier to cross.

\subsection{How localized the minima are}

Let $\langle n_1\rangle$ and $\langle n_2\rangle$ be the site weights in the lower electronic state. Its energy in the matrix $h(u)$ is $-r$. First-order perturbation theory for a small change of $u$ gives $d(-r)/du=\langle dh/du\rangle=-\langle\sigma_z\rangle$, and therefore $\langle\sigma_z\rangle=u/r$. With $\langle n_1\rangle+\langle n_2\rangle=1$,
\begin{equation}
\langle n_{1,2}\rangle=\frac12\left(1\pm\frac{u}{r}\right)
\;\longrightarrow\;\frac{1\pm s}{2}\quad\text{at }u=u_m.
\label{eq:weights}
\end{equation}
At each minimum one site carries the larger weight, and it carries all of it only in the limit $t/L\to0$. Just above the threshold $s$ is small and the two minima differ little from the shared state.

At a minimum the total force on each spring vanishes, $Kx_i=g\langle n_i\rangle$, which gives the distortions
\begin{equation}
x_{1,2}=\frac gK\,\frac{1\pm s}{2}.
\label{eq:distort}
\end{equation}
The gap between the sheets at a minimum is $2r=L$. So $L$ is the energy of a vertical excitation, with the lattice held fixed, and this holds for any $t<L/2$.

\subsection{The height of the barrier}

Insert the stationary points into the lower sheet. At the symmetric point $E(0)=-t$. At the minima
\begin{equation}
E(\pm u_m)=\frac1L\left(\frac{L^2}{4}-t^2\right)-\frac L2
=-\frac L4-\frac{t^2}{L}.
\label{eq:Emin}
\end{equation}
The difference is
\begin{align}
V_b&=E(0)-E(u_m)=\frac L4-t+\frac{t^2}{L}\label{eq:three}\\
&=\frac{L^2-4Lt+4t^2}{4L}=\frac{(L-2t)^2}{4L}.\nonumber
\end{align}

The three terms in equation~(\ref{eq:three}) have separate meanings. With no transfer, the energies of an electron held on site 1 or on site 2 are the parabolas $u^2/L\mp u$. They cross at $u=0$, a height $L/4$ above their minima. Transfer splits the crossing and lowers the top by $t$. It also lowers the minima, by $t^2/L$, because the trapped electron spreads a little onto the other site; this has the form of a second-order energy with denominator $L$, the vertical gap. The first effect lowers the barrier and the second raises it. The first is larger, since $t/L<1/2$.

\subsection{Why no lower path exists}

The barrier was found along $u$ with $X$ at its best value, but the lattice may move anywhere in the plane $(x_1,x_2)$. The minima lie on opposite sides of the line $x_1=x_2$, so every continuous path between them crosses this line. There $u=0$, and by equation~(\ref{eq:X}) the energy is
\begin{equation}
\frac K2\left(X-\frac{g}{\sqrt2K}\right)^2-\frac L4-t\;\ge\;-\frac L4-t .
\end{equation}
No path can stay below this value. The straight path with $X=g/\sqrt2K$ reaches it and does not exceed it, because $E(u)$ rises steadily from $-u_m$ to $0$ and falls steadily from $0$ to $u_m$. Hence $V_b$ is the lowest pass.

\subsection{Limits and sensitivity}

For $t\to0$ the barrier tends to $L/4$, which is half the one-site binding energy. Near the threshold the expansion
\begin{equation}
\sqrt{t^2+u^2}= t+\frac{u^2}{2t}-\frac{u^4}{8t^3}+\dots
\end{equation}
gives $\alpha=1/2t-1/L=(L-2t)/(2tL)$ and $\beta=1/8t^3$. The symmetry argument then predicts
\begin{equation}
\frac{\alpha^2}{4\beta}=\frac{t\,(L-2t)^2}{2L^2}\;\to\;\frac{(L-2t)^2}{8t}
\quad\text{for } L\to2t,
\end{equation}
in agreement with equation~(\ref{eq:result}), where $4L\to8t$.

Differentiating equation~(\ref{eq:three}) gives the response to errors in the parameters:
\begin{equation}
\frac{\partial V_b}{\partial t}=-\left(1-\frac{2t}{L}\right),\qquad
\frac{\partial V_b}{\partial L}=\frac14-\frac{t^2}{L^2}=\frac{s^2}{4}.
\label{eq:sens}
\end{equation}
In size, the first derivative is $4/(1+2t/L)$ times the second. An error in $t$ therefore matters more than an equal error in $L$: four times as much in the limit $L\gg2t$, and three times as much in the example below, where $2t/L=1/3$.

\subsection{The landscape in numbers}

Take $L=1.20$~eV and $t=0.20$~eV. Since $2t=0.40$~eV is below $L$, there are two minima. With $\hbar\omega=0.050$~eV and an oscillator mass of 16~u, the spring constant is $K=M\omega^2=956.9$~eV/nm$^2$. The coupling is then $g=\sqrt{LK}=33.89$~eV/nm, and $g/K=0.0354$~nm.

The localization parameter is $s=\sqrt{1-4(0.20/1.20)^2}=0.943$. The site weights at a minimum are 0.971 and 0.029, and by equation~(\ref{eq:distort}) the distortions are 0.0344~nm and 0.0010~nm. In an oxide $x_i$ would stand for a collective displacement of several ions, not for the change of one bond. If six equal bonds share it, $x_i$ is $\sqrt6$ times the change of each, and 0.0344~nm means 0.014~nm per bond. The energies of the lower sheet, without the common $-L/4$, are
\begin{equation}
E(u_m)=-\frac{1.20}{4}-\frac{0.04}{1.20}=-0.3333~\text{eV},\qquad
E(0)=-0.2000~\text{eV},
\end{equation}
and the barrier is
\begin{equation}
V_b=\frac{(1.20-0.40)^2}{4\times1.20}~\text{eV}=0.1333~\text{eV},
\end{equation}
or 1547~K when divided by Boltzmann's constant $k$.

A test that uses neither $u$ nor the formulas for the stationary points finds the minima numerically, diagonalizes the electron matrix over a grid in the full $(x_1,x_2)$ plane and raises an energy level until the basins of the two minima join. This happens 0.1333~eV above the minima.

\section{Thermal transfer and the limits of the model}

\subsection{Symbols and results carried over}

The transfer energy is $t$, the coupling energy is $L=g^2/K$, and $u=g(x_1-x_2)/2$ is half the difference of the site energies. The lower adiabatic sheet is $E(u)=u^2/L-r$ with $r=\sqrt{t^2+u^2}$. For $L>2t$ it has minima at $\pm u_m=\pm Ls/2$, with $s=\sqrt{1-4t^2/L^2}$ and curvature $2s^2/L$. The gap between the sheets is $L$ at the minima and $2t$ at the top $u=0$. The barrier is $V_b=(L-2t)^2/4L$. In the example $L=1.20$~eV, $t=0.20$~eV, $\hbar\omega=0.050$~eV, $s=0.943$ and $V_b=0.1333$~eV. The temperature is 300~K, so $kT=0.02585$~eV.

For $L>2t$ the two self-trapped states are separated by the barrier $V_b=(L-2t)^2/4L$, which is the lowest pass between them for a classical lattice that the electron follows adiabatically. What remains is to find the thermal transfer rate and the effect of a field or unequal sites, and to examine the adiabatic and classical assumptions.
